# Antibunching and Damped Rabi Oscillations in Resonance Fluorescence: a program that tests the result

```python
"""
Second-order coherence of resonance fluorescence from one two-level atom.
Result under test, for resonant drive and purely radiative damping:
  g2(tau) = 1 - exp(-3 Gamma tau/4) [cos(mu tau) + 3 Gamma/(4 mu) sin(mu tau)]
  mu = sqrt(Omega^2 - Gamma^2/16), imaginary below Omega = Gamma/4.
Gamma: population decay rate; Omega: angular Rabi frequency; tau: delay.
Times are in ns and rates in 1/ns. The Hamiltonian is divided by hbar.
Independent roads: master-equation matrix, atom plus field time bins,
and pair delays in a simulated record of photon clicks.
"""
import numpy as np
from scipy.linalg import expm
from scipy.optimize import minimize_scalar

# Atomic basis: index 0 = ground, index 1 = excited.
lower = np.array([[0, 1], [0, 0]], dtype=complex)
raise_ = lower.conj().T
excited = raise_ @ lower
one = np.eye(2)
sigma_y = -1j * raise_ + 1j * lower


def hamiltonian(Omega, detuning=0.0):
    return 0.5 * Omega * (raise_ + lower) - detuning * excited


def dissipator(c):
    n = c.conj().T @ c
    return (np.kron(c, c.conj()) - 0.5 * np.kron(n, one)
            - 0.5 * np.kron(one, n.T))


def generator(Omega, Gamma, detuning=0.0, dephasing=0.0):
    """Master-equation matrix acting on the row-stacked density matrix."""
    H = hamiltonian(Omega, detuning)
    return (-1j * (np.kron(H, one) - np.kron(one, H.T))
            + Gamma * dissipator(lower)
            + 2 * dephasing * dissipator(excited))


def steady_state(L):
    M = L.copy()
    M[0] = [1, 0, 0, 1]          # unit trace replaces a redundant row
    return np.linalg.solve(M, np.array([1, 0, 0, 0], complex)).reshape(2, 2)


def g2_master(tau, Omega, Gamma, detuning=0.0):
    L = generator(Omega, Gamma, detuning)
    rho = steady_state(L)
    p = np.trace(excited @ rho).real
    after_click = (lower @ rho @ raise_).reshape(4)
    values = [np.trace(excited @ (expm(L * t) @ after_click).reshape(2, 2)).real
              for t in np.atleast_1d(tau)]
    return np.array(values) / p**2


def g2_formula(tau, Omega, Gamma):
    tau = np.asarray(tau, dtype=float)
    mu = np.sqrt(complex(Omega**2 - Gamma**2 / 16))
    sine_over_mu = tau * np.sinc(mu * tau / np.pi)   # finite at mu = 0
    bracket = np.cos(mu * tau) + 0.75 * Gamma * sine_over_mu
    return (1 - np.exp(-0.75 * Gamma * tau) * bracket).real


def first_maximum(Omega, Gamma, low, high):
    """Maximum of the master-equation g2 between two delays."""
    found = minimize_scalar(lambda t: -g2_master(t, Omega, Gamma)[0],
                            bounds=(low, high), method="bounded",
                            options={"xatol": 1e-7})
    return found.x, -found.fun


def time_bin_g2(tau, steps, Omega, Gamma):
    """g2 from photon numbers in the first and last bins of a full
    atom-plus-field wavefunction; each bin holds at most one photon."""
    dt = tau / steps
    G = (-1j * dt * np.kron(one, hamiltonian(Omega))
         + np.sqrt(Gamma * dt) * (np.kron(raise_, lower)
                                  - np.kron(lower, raise_)))
    U = expm(G)
    weights, vectors = np.linalg.eigh(steady_state(generator(Omega, Gamma)))
    joint = np.zeros((2, 2))
    for weight, vector in zip(weights, vectors.T):
        psi = vector.reshape(1, 2)
        for _ in range(steps + 1):
            psi = (psi @ U[:, :2].T).reshape(-1, 2)
        probability = np.abs(psi.reshape(2, -1, 2, 2))**2
        joint += weight * probability.sum(axis=(1, 3))
    n_first, n_last = joint[1].sum(), joint[:, 1].sum()
    return joint[1, 1] / (n_first * n_last), n_first / dt


def click_record_g2(edges, clicks, Omega, Gamma):
    """Histogram of all pair delays in one long simulated click record."""
    A = -1j * hamiltonian(Omega) - 0.5 * Gamma * excited
    rates, V = np.linalg.eig(A)
    start = np.linalg.solve(V, np.array([1, 0], complex))
    grid = np.linspace(0, 80 / Gamma, 80001)
    psi = (V * start) @ np.exp(np.outer(rates, grid))
    no_click = (np.abs(psi)**2).sum(axis=0)
    draws = np.random.default_rng(1).random(clicks)
    times = np.cumsum(np.interp(draws, no_click[::-1], grid[::-1]))
    counts = np.zeros(len(edges) - 1)
    k = 1
    while True:
        delays = times[k:] - times[:-k]
        delays = delays[delays < edges[-1]]
        if len(delays) == 0:
            break
        counts += np.histogram(delays, edges)[0]
        k += 1
    rate = clicks / times[-1]
    return counts / (clicks * rate * np.diff(edges)), rate


# ---------------- parameters of the worked example ----------------
Gamma = 0.1
weak, critical, strong = 0.01, Gamma / 4, 0.3
A_strong = strong**2 + Gamma**2 / 2
mu = np.sqrt(strong**2 - Gamma**2 / 16)

# Bloch equations and steady state, tested on an arbitrary valid state.
rho_test = np.array([[0.7, 0.2 - 0.3j], [0.2 + 0.3j, 0.3]])
L = generator(strong, Gamma)
change = (L @ rho_test.reshape(4)).reshape(2, 2)
p, y = [np.trace(op @ rho_test).real for op in (excited, sigma_y)]
dp, dy = [np.trace(op @ change).real for op in (excited, sigma_y)]
assert abs(dp - (strong * y / 2 - Gamma * p)) < 1e-13
assert abs(dy - (strong * (1 - 2 * p) - Gamma * y / 2)) < 1e-13
p_ss = strong**2 / (Gamma**2 + 2 * strong**2)
assert abs(steady_state(L)[1, 1].real - p_ss) < 1e-12

# Closed form against the master equation in all three regimes.
delays = np.linspace(0, 100, 101)
worst = 0.0
for Omega in (weak, critical, strong):
    difference = g2_master(delays, Omega, Gamma) - g2_formula(delays, Omega, Gamma)
    worst = max(worst, np.max(np.abs(difference)))
    assert abs(g2_master(0.0, Omega, Gamma)[0]) < 1e-12
assert worst < 1e-9

# Form at threshold, weak-drive limit, short-delay law, and slope.
at_threshold = 1 - np.exp(-0.75 * Gamma * delays) * (1 + 0.75 * Gamma * delays)
assert np.allclose(g2_master(delays, critical, Gamma), at_threshold, atol=1e-9)
weak_limit = (1 - np.exp(-Gamma * delays / 2))**2
assert np.allclose(g2_master(delays, 0.01 * Gamma, Gamma), weak_limit, atol=1e-3)
short = 0.01
assert abs(g2_master(short, strong, Gamma)[0] / (A_strong * short**2 / 2) - 1) < 1e-3
t0, h = 7.0, 1e-3
slope_numeric = np.diff(g2_master([t0 - h, t0 + h], strong, Gamma))[0] / (2 * h)
slope = A_strong / mu * np.exp(-0.75 * Gamma * t0) * np.sin(mu * t0)
assert abs(slope_numeric - slope) < 1e-6

# First maximum, also for the drive that gives a ten percent overshoot.
t_peak, g_peak = first_maximum(strong, Gamma, 2, 20)
peak_formula = 1 + np.exp(-3 * np.pi * Gamma / (4 * mu))
assert abs(t_peak - np.pi / mu) < 1e-4 and abs(g_peak - peak_formula) < 1e-8
mu_ten = 3 * np.pi * Gamma / (4 * np.log(10))
Omega_ten = np.sqrt(mu_ten**2 + Gamma**2 / 16)
t_ten, g_ten = first_maximum(Omega_ten, Gamma, 5, 60)
assert abs(g_ten - 1.1) < 1e-7
near = 0.03
mu_near = np.sqrt(near**2 - Gamma**2 / 16)
overshoot_near = np.exp(-3 * np.pi * Gamma / (4 * mu_near))
near_master = g2_master(np.pi / mu_near, near, Gamma)[0] - 1
assert abs(near_master / overshoot_near - 1) < 1e-3

# Below and at threshold g2 rises steadily and stays below one.
for Omega in (weak, 0.024, critical):
    curve = g2_master(delays, Omega, Gamma)
    assert np.all(np.diff(curve) > 0) and np.all(curve < 1)


def oscillation_rate(**parameters):
    values = np.linalg.eigvals(generator(Gamma=Gamma, **parameters))
    return np.max(np.abs(values.imag))


# Threshold with radiative damping, then with added pure dephasing.
assert oscillation_rate(Omega=0.24 * Gamma) < 1e-8
assert oscillation_rate(Omega=0.26 * Gamma) > 1e-3 * Gamma
dephasing = 1.5 * Gamma
coherence_decay = Gamma / 2 + dephasing
threshold_dephased = abs(Gamma - coherence_decay) / 2
assert oscillation_rate(Omega=0.96 * threshold_dephased, dephasing=dephasing) < 1e-8
assert oscillation_rate(Omega=1.04 * threshold_dephased,
                        dephasing=dephasing) > 1e-3 * Gamma

# Detuned weak drive: oscillation below Gamma/4, antibunching kept.
detuning = Gamma
detuned_curve = g2_master(delays, weak, Gamma, detuning)
assert oscillation_rate(Omega=weak, detuning=detuning) > 0.5 * Gamma
assert abs(detuned_curve[0]) < 1e-12 and detuned_curve.max() > 1.1

# Field time bins: error is first order in the bin width, so extrapolate.
tau_bins = 5.0
coarse, rate_coarse = time_bin_g2(tau_bins, 9, strong, Gamma)
fine, rate_fine = time_bin_g2(tau_bins, 18, strong, Gamma)
extrapolated = 2 * fine - coarse
rate_extrapolated = 2 * rate_fine - rate_coarse
bins_target = float(g2_formula(tau_bins, strong, Gamma))
assert abs(fine - bins_target) < 0.03
assert abs(extrapolated - bins_target) < 0.01
assert abs(rate_extrapolated / (Gamma * p_ss) - 1) < 0.02

# Click record: tolerance is about five standard deviations per bin.
edges = np.arange(0, 41, 1.0)
clicks = 2_000_000
histogram, click_rate = click_record_g2(edges, clicks, strong, Gamma)
inside = (np.arange(20) + 0.5) / 20
bin_average = g2_formula(edges[:-1, None] + inside, strong, Gamma).mean(axis=1)
click_error = np.max(np.abs(histogram - bin_average))
assert click_error < 0.02
assert abs(click_rate / (Gamma * p_ss) - 1) < 0.005

# ---------------- printed numbers ----------------
print(f"decay rate Gamma = {Gamma:.3f} 1/ns")
print(f"lifetime 1/Gamma = {1 / Gamma:.1f} ns")
print(f"threshold Gamma/4 = {Gamma / 4:.4f} 1/ns")
print(f"drives Omega: weak {weak:.3f}, critical {critical:.3f}, "
      f"strong {strong:.3f} 1/ns")
print("g2 (no unit) by delay: weak, critical, strong drive")
for t in (0, 1, 2, 5, 10, 15, 20, 30, 40, 60):
    row = [float(g2_formula(t, Omega, Gamma)) for Omega in (weak, critical, strong)]
    print(f"  tau = {t:2d} ns: {row[0]:.5f}  {row[1]:.5f}  {row[2]:.5f}")
print(f"largest |closed form - master equation| = {worst:.1e} (no unit)")
kappa = np.sqrt(Gamma**2 / 16 - weak**2)
print(f"weak drive: kappa = {kappa:.5f} 1/ns")
print(f"weak drive: slow decay rate = {0.75 * Gamma - kappa:.5f} 1/ns")
print(f"weak drive: fast decay rate = {0.75 * Gamma + kappa:.5f} 1/ns")
print("strong drive:")
print(f"  steady excited population = {p_ss:.5f} (no unit)")
print(f"  photon emission rate = {Gamma * p_ss:.5f} 1/ns")
print(f"  A = Omega^2 + Gamma^2/2 = {A_strong:.5f} 1/ns^2")
print(f"  mu = {mu:.5f} 1/ns")
print(f"  mu/(2 pi) = {1000 * mu / (2 * np.pi):.2f} MHz")
print(f"  envelope decay rate 3 Gamma/4 = {0.75 * Gamma:.4f} 1/ns")
print(f"  short-delay law A tau^2/2 at 1 ns = {A_strong / 2:.5f} (no unit)")
print(f"  first maximum, formula: tau = {np.pi / mu:.4f} ns, g2 = {peak_formula:.5f}")
print(f"  first maximum, master eq.: tau = {t_peak:.4f} ns, g2 = {g_peak:.5f}")
print(f"just above threshold, Omega = {near:.3f} 1/ns:")
print(f"  first maximum at {np.pi / mu_near:.1f} ns, "
      f"overshoot {overshoot_near:.2e} (no unit)")
print(f"drive for 10 percent overshoot = {Omega_ten:.5f} 1/ns")
print(f"  in units of Gamma = {Omega_ten / Gamma:.4f}; maximum at {t_ten:.2f} ns")
print(f"time bins, strong drive, tau = {tau_bins:.1f} ns, g2 (no unit):")
print(f"  9 steps {coarse:.5f}, 18 steps {fine:.5f}, extrapolated {extrapolated:.5f}")
print(f"  closed form {bins_target:.5f}")
print(f"  extrapolated photon rate = {rate_extrapolated:.5f} 1/ns")
print(f"click record: {clicks} clicks, rate = {click_rate:.5f} 1/ns")
print(f"  g2 in the 0-1 ns bin: record {histogram[0]:.4f}, formula {bin_average[0]:.4f}")
print(f"  g2 in the 10-11 ns bin: record {histogram[10]:.4f}, "
      f"formula {bin_average[10]:.4f}")
print(f"  largest deviation over 40 bins = {click_error:.4f} (no unit)")
print(f"pure dephasing {dephasing:.3f} 1/ns: threshold = {threshold_dephased:.4f} 1/ns")
print(f"detuning {detuning:.3f} 1/ns, weak drive: largest g2 = "
      f"{detuned_curve.max():.4f} at {delays[detuned_curve.argmax()]:.0f} ns")
print("tests ok")
```

It prints:

```
decay rate Gamma = 0.100 1/ns
lifetime 1/Gamma = 10.0 ns
threshold Gamma/4 = 0.0250 1/ns
drives Omega: weak 0.010, critical 0.025, strong 0.300 1/ns
g2 (no unit) by delay: weak, critical, strong drive
  tau =  0 ns: 0.00000  0.00000  0.00000
  tau =  1 ns: 0.00243  0.00268  0.04486
  tau =  2 ns: 0.00924  0.01019  0.16706
  tau =  5 ns: 0.04990  0.05498  0.77588
  tau = 10 ns: 0.15780  0.17336  1.44897
  tau = 15 ns: 0.28352  0.31011  1.15273
  tau = 20 ns: 0.40650  0.44217  0.80386
  tau = 30 ns: 0.61243  0.65745  1.08298
  tau = 40 ns: 0.75663  0.80085  0.96627
  tau = 60 ns: 0.90934  0.93890  0.99540
largest |closed form - master equation| = 1.7e-15 (no unit)
weak drive: kappa = 0.02291 1/ns
weak drive: slow decay rate = 0.05209 1/ns
weak drive: fast decay rate = 0.09791 1/ns
strong drive:
  steady excited population = 0.47368 (no unit)
  photon emission rate = 0.04737 1/ns
  A = Omega^2 + Gamma^2/2 = 0.09500 1/ns^2
  mu = 0.29896 1/ns
  mu/(2 pi) = 47.58 MHz
  envelope decay rate 3 Gamma/4 = 0.0750 1/ns
  short-delay law A tau^2/2 at 1 ns = 0.04750 (no unit)
  first maximum, formula: tau = 10.5085 ns, g2 = 1.45469
  first maximum, master eq.: tau = 10.5085 ns, g2 = 1.45469
just above threshold, Omega = 0.030 1/ns:
  first maximum at 189.4 ns, overshoot 6.75e-07 (no unit)
drive for 10 percent overshoot = 0.10534 1/ns
  in units of Gamma = 1.0534; maximum at 30.70 ns
time bins, strong drive, tau = 5.0 ns, g2 (no unit):
  9 steps 0.78110, 18 steps 0.77852, extrapolated 0.77595
  closed form 0.77588
  extrapolated photon rate = 0.04740 1/ns
click record: 2000000 clicks, rate = 0.04735 1/ns
  g2 in the 0-1 ns bin: record 0.0148, formula 0.0152
  g2 in the 10-11 ns bin: record 1.4521, formula 1.4529
  largest deviation over 40 bins = 0.0065 (no unit)
pure dephasing 0.150 1/ns: threshold = 0.0500 1/ns
detuning 0.100 1/ns, weak drive: largest g2 = 1.5411 at 25 ns
tests ok
```
